# Inner reorganisation energy of ethylene: four-point scheme and Huang-Rhys sum

**Question**

I am trying to find the inner reorganisation energy for self-exchange between ethylene and its cation,

$$\mathrm{C_2H_4+C_2H_4^+\rightarrow C_2H_4^++C_2H_4}.$$

I know two recipes. One combines four electronic energies: each charge state at its own relaxed geometry and at the other one's. The other adds Huang-Rhys factors times mode energies, $\sum_k S_k\hbar\omega_k$.

I used the vibrational modes of neutral ethylene for the sum, and it came out far below the four-point value. Doubling it, because two molecules take part, overshoots. Which modes belong in the sum, and should the two recipes agree at all?

**Answer**

The sum needs the modes of the neutral *and* the modes of the cation, each set with its own Huang-Rhys factors. The two recipes then agree if both energy surfaces are harmonic. For real surfaces a difference remains, and it can be traced.

**Where the four energies come from**

Let $E_0(R)$ and $E_+(R)$ be the electronic energies, nuclear repulsion included, of the neutral and the cation at nuclear geometry $R$. Their relaxed geometries are $R_0$ and $R_+$. Take the molecules far enough apart that their interaction can be neglected, and leave out the solvent, which contributes a separate outer reorganisation energy.

Before the transfer, molecule A is a relaxed neutral and molecule B a relaxed cation:

$$E_{\rm before}=E_0(R_0)+E_+(R_+).$$

Now move the electron from A to B with all nuclei held still. A becomes a cation at the neutral's geometry, and B a neutral at the cation's geometry:

$$E_{\rm after}=E_+(R_0)+E_0(R_+).$$

The relaxed products have the same energy as the relaxed reactants, so there is no driving force to subtract. The inner reorganisation energy is the difference, grouped here by surface:

$$\lambda=\underbrace{E_0(R_+)-E_0(R_0)}_{\lambda_0}+\underbrace{E_+(R_0)-E_+(R_+)}_{\lambda_+}.$$

After the swap, $\lambda_0$ is the energy B releases as it relaxes on the neutral surface, and $\lambda_+$ is what A releases on the cation surface. Each molecule therefore supplies one bracket. This is why a sum over the neutral's modes alone can account for $\lambda_0$ but not for $\lambda$.

**From an energy difference to a sum over modes**

Place both geometries with the same centre and axes, and let $d=R_+-R_0$ be the column of Cartesian displacements. Expand the neutral energy about $R_0$:

$$E_0(R_0+d)=E_0(R_0)+g_0^Td+\tfrac12d^TH_0d+\text{cubic and higher terms}.$$

Here $g_0$ is the gradient and $H_0$ the matrix of second derivatives at $R_0$. The gradient vanishes because $R_0$ is relaxed, so

$$\lambda_0\approx\tfrac12d^TH_0d.$$

For the cation, start at $R_+$ and go back to $R_0$, a displacement of $-d$. The two minus signs cancel in the quadratic term:

$$\lambda_+\approx\tfrac12(-d)^TH_+(-d)=\tfrac12d^TH_+d.$$

Next, write either quadratic form in normal modes. Let $M$ be the diagonal matrix of nuclear masses, and let $H$ stand for $H_0$ or $H_+$. The normal modes are the orthonormal vectors $L_k$ satisfying

$$M^{-1/2}HM^{-1/2}L_k=\omega_k^2L_k.$$

Define the mass-weighted displacement $q=M^{1/2}d$ and its components $\Delta Q_k=L_k^Tq$. Since the $L_k$ form a complete orthonormal set, $q=\sum_k\Delta Q_kL_k$. Inserting $d=M^{-1/2}q$ gives

$$\begin{aligned}
\tfrac12d^THd&=\tfrac12q^TM^{-1/2}HM^{-1/2}q\\
&=\tfrac12\sum_{jk}\Delta Q_j\Delta Q_k\,\omega_k^2\,L_j^TL_k\\
&=\tfrac12\sum_k\omega_k^2\Delta Q_k^2.
\end{aligned}$$

The last line uses $L_j^TL_k=\delta_{jk}$. With the Huang-Rhys factor defined as

$$S_k=\frac{\omega_k\Delta Q_k^2}{2\hbar},\qquad S_k\hbar\omega_k=\tfrac12\omega_k^2\Delta Q_k^2,$$

the harmonic result is

$$\boxed{\lambda\approx\sum_{k\,\in\,\text{neutral}}S_k\hbar\omega_k+\sum_{k\,\in\,\text{cation}}S_k\hbar\omega_k.}$$

There is no further factor of two. Replacing this by twice the neutral sum assumes $d^TH_+d=d^TH_0d$, that is, equal stiffness of the two surfaces along $d$.

**What $S_k$ measures**

Take the ground-state packet of mode $k$ and shift its centre by $\Delta Q_k$. Write $Q=\Delta Q_k+x$, where $\langle x\rangle=0$. Then

$$\tfrac12\omega_k^2\langle Q^2\rangle=\tfrac12\omega_k^2\Delta Q_k^2+\tfrac12\omega_k^2\langle x^2\rangle.$$

The shift leaves the kinetic energy unchanged. The total energy is therefore $\tfrac12\omega_k^2\Delta Q_k^2+\tfrac12\hbar\omega_k$. Setting this equal to $(\bar n+\tfrac12)\hbar\omega_k$ gives $\bar n=S_k$: the Huang-Rhys factor is the mean number of quanta in the shifted packet. The packet has the width belonging to the same surface, so a change of frequency between the charge states is not part of $S_k$.

**The calculation for ethylene**

I used Hartree-Fock theory with the 6-31G* basis in its form with five spherical d functions, restricted for the neutral and unrestricted for the cation. With six Cartesian d functions the total energies are 0.3 to 0.4 millihartree lower, while $\lambda$ at the same geometries changes by less than 1 meV. Electron correlation is left out, so the numbers are results of this model and not a substitute for experiment. Both structures were relaxed within planar $D_{2h}$ symmetry.

| | CC (Å) | CH (Å) | HCH (degrees) |
|---|---:|---:|---:|
| Neutral | 1.317 | 1.076 | 116.4 |
| Cation | 1.403 | 1.076 | 118.5 |

The electron is removed from the π system, which binds the carbons together, and the CC distance grows by 0.086 Å. The CH distance hardly changes.

The four energies, in hartree, are

| | At $R_0$ | At $R_+$ |
|---|---:|---:|
| $E_0$ | −78.0313610 | −78.0230512 |
| $E_+$ | −77.7038841 | −77.7119768 |

Subtract along each row, from the relaxed geometry to the other one:

$$\begin{aligned}
\lambda_0&=-78.0230512+78.0313610=0.0083098\ \text{hartree},\\
\lambda_+&=-77.7038841+77.7119768=0.0080927\ \text{hartree}.
\end{aligned}$$

With 1 hartree = 27211.386 meV, these are 226.1 and 220.2 meV. Thus

$$\lambda=226.1+220.2=446.3\ \text{meV}=0.446\ \text{eV}.$$

The last digits depend on the basis: relaxing both structures again in the larger 6-311G** basis gives $\lambda_0\approx221$, $\lambda_+\approx218$ and $\lambda\approx439$ meV, about 7 meV lower. The value also depends on keeping the neutral restricted. At $R_+$ the neutral also has a spin-unrestricted Hartree-Fock solution about 70 meV lower, with $\langle S^2\rangle\approx0.27$; using it for $E_0(R_+)$, with $E_0(R_0)$ left at its restricted value, would bring $\lambda_0$ down to about 156 meV and $\lambda$ to about 0.38 eV. All neutral results below refer to the restricted solution.

Now the modes. The displacement $d$ keeps the full $D_{2h}$ symmetry. A mode that is not totally symmetric changes sign under at least one symmetry operation, whereas $d$ does not. Their overlap must then equal its own negative, so it is zero. The same argument removes translations and rotations. Three totally symmetric vibrations remain on each surface, numbered here by increasing energy:

| Mode | $\hbar\omega_k$ (meV) | $S_k$ | $S_k\hbar\omega_k$ (meV) |
|---|---:|---:|---:|
| Neutral 1 | 185.6 | 0.389 | 72.1 |
| Neutral 2 | 230.3 | 0.809 | 186.3 |
| Neutral 3 | 414.4 | 0.009 | 3.8 |
| Cation 1 | 171.0 | 0.714 | 122.1 |
| Cation 2 | 212.5 | 0.307 | 65.3 |
| Cation 3 | 415.9 | 0.004 | 1.8 |

The neutral products add to 262.2 meV and the cation products to 189.1 meV. Together,

$$\sum S_k\hbar\omega_k=262.2+189.1=451.3\ \text{meV}=0.451\ \text{eV}.$$

This is 5.0 meV, or 1.1% of the four-point $\lambda$, above the four-point value. Your two attempts correspond to 262 meV, which is only 59% of $\lambda$, and to 524 meV, which is 17% too high.

The largest product belongs to mode 2 in the neutral but to mode 1 in the cation. No matching of modes between the two charge states is needed, because each sum uses the complete set of its own surface.

**Why the agreement is better than the harmonic approximation**

The 1% agreement should not be read as 1% accuracy on each surface. Separately, the comparison looks like this, in meV:

| Surface | Four-point | Harmonic | Difference |
|---|---:|---:|---:|
| Neutral | 226.1 | 262.2 | −36.1 |
| Cation | 220.2 | 189.1 | +31.1 |

The individual errors are about 16% and 14% of the respective four-point terms. They have opposite signs and nearly cancel in the sum.

To find their origin, go a fraction $t$ of the way from a relaxed geometry to the other one. The energy above the minimum is

$$\Delta E(t)=ht^2+ct^3+\text{terms in }t^4\text{ and higher},$$

where $h$ is the harmonic estimate and $t=1$ is the full displacement. Subtracting the energy for the opposite displacement removes the even terms, so that

$$c\approx\frac{\Delta E(t)-\Delta E(-t)}{2t^3},$$

with an error of order $t^2$ from the fifth-order term. At $t=0.25$ this gives $c=-39.8$ meV for the neutral and $c=+28.1$ meV for the cation. The cubic term thus reproduces the difference on each surface to within about 10% of that difference: it is slightly too large in size for the neutral and slightly too small for the cation.

The opposite signs come from opposite directions of travel on two surfaces whose third derivatives along $d$ have the same sign. The neutral is displaced by $+d$, the cation by $-d$, and a cubic term changes sign with its displacement. Both results therefore mean that the third derivative along $+d$ is negative. Going along $+d$, which mainly lengthens the CC bond, the neutral rises less steeply than its parabola. Going back along $-d$, the cation rises more steeply than its own.

Adding the cubic terms improves each surface but not the total:

$$451.3-39.8+28.1=439.6\ \text{meV}.$$

This is 6.7 meV below the four-point value, whereas the harmonic sum was 5.0 meV above it. The errors left after the cubic correction are smaller, but they have the same sign on both surfaces and so add up. The close agreement of the harmonic total is a cancellation in this system, not a general guarantee.

**A check with heavier hydrogen**

The quadratic form $\tfrac12d^THd$ contains no mass. At fixed electronic surfaces, replacing H by D must therefore leave the harmonic sum unchanged, although $\omega_k$, $L_k$ and $S_k$ all change. For neutral C₂D₄ the three products are 17.6, 212.0 and 32.6 meV. Their sum is again 262.2 meV, while the sum of the $S_k$ rises from 1.21 to 1.23. A reorganisation energy is thus a property of the surfaces, while its division among modes also depends on the masses.

**Is the planar cation acceptable?**

Planarity was imposed, so it has to be checked against twisting of the two CH₂ groups. At this level the cation's torsional mode has a real frequency, with an energy of 51 meV (about 47 meV in the 6-311G** basis). The planar structure is therefore stable against a small twist. Twists of 10, 20 and 30 degrees, with the other internal coordinates frozen, also raise the cation's energy.

The result is nevertheless sensitive to this point. At the cation's bond lengths, a twist of 10 degrees costs the restricted neutral 58.6 meV but the cation only 8.7 meV. Inserting this twisted structure in place of $R_+$ would change the four-point expression by

$$58.6-8.7=49.9\ \text{meV}.$$

That is not a correction to the value above, because the twisted cation is not relaxed in this model. It shows what is at stake, because planarity is a feature of Hartree-Fock theory here. At the same bond lengths, a frozen twist of 15 degrees costs the cation 20.6 meV in Hartree-Fock theory but lowers its energy by 0.2 meV once correlation is added by second-order perturbation theory (UMP2, same basis). Photoelectron spectra indicate that the real cation is twisted. At a level of theory that gives a twisted cation, $R_+$ has to be that structure, and the torsion acquires a Huang-Rhys factor of its own.

**What this means for the barrier**

In the harmonic model, let both molecules move together a fraction $x$ of the way towards each other's geometry. The reactant state then has energy $(\lambda_0+\lambda_+)x^2=\lambda x^2$. In the product state each molecule still has a fraction $1-x$ to go, which gives $\lambda(1-x)^2$. The two energies are equal at $x=\tfrac12$, at a height of $\lambda/4$, here about 113 meV with the harmonic sum and 112 meV with the four-point value. When the two surfaces differ in stiffness, another crossing geometry may lie lower (here about 110 meV, with both molecules at the common geometry that minimises the sum of the two parabolic surfaces), so within the harmonic model $\lambda/4$ is an upper bound on the inner barrier for weak electronic coupling.

For your exercise, I would report the four-point value, 0.446 eV, as the inner reorganisation energy of this model, stating that it holds for the 6-31G* basis, a restricted neutral, an unrestricted cation and planar structures. The Huang-Rhys sum, 0.451 eV, is its harmonic estimate and shows which vibrations carry it. The numerical check compares the two and also tests the cubic explanation and the isotope result.

## Computed values

```
Level: RHF/UHF, 6-31G*, planar D2h structures
1 hartree = 27211.386 meV
neutral: CC = 1.3173 angstrom, CH = 1.0759 angstrom, HCH = 116.40 deg
cation: CC = 1.4029 angstrom, CH = 1.0756 angstrom, HCH = 118.49 deg
cation <S^2> at R+ = 0.7539 (hbar^2)
E0(R0) = -78.0313610 hartree
E0(R+) = -78.0230512 hartree
E+(R+) = -77.7119768 hartree
E+(R0) = -77.7038841 hartree
four-point lambda0 (neutral surface) = 226.12 meV
four-point lambda+ (cation surface) = 220.22 meV
four-point lambda = 446.34 meV = 0.4463 eV
neutral mode 1: energy = 185.57 meV, S = 0.38874, product = 72.14 meV
neutral mode 2: energy = 230.29 meV, S = 0.80894, product = 186.29 meV
neutral mode 3: energy = 414.40 meV, S = 0.00911, product = 3.77 meV
neutral: sum of S = 1.2068, sum of products = 262.21 meV
cation mode 1: energy = 171.02 meV, S = 0.71368, product = 122.05 meV
cation mode 2: energy = 212.50 meV, S = 0.30727, product = 65.30 meV
cation mode 3: energy = 415.88 meV, S = 0.00428, product = 1.78 meV
cation: sum of S = 1.0252, sum of products = 189.13 meV
neutral C2D4 mode 1: energy = 135.32 meV, S = 0.13025, product = 17.62 meV
neutral C2D4 mode 2: energy = 212.54 meV, S = 0.99752, product = 212.01 meV
neutral C2D4 mode 3: energy = 308.14 meV, S = 0.10571, product = 32.57 meV
neutral C2D4: sum of S = 1.2335, sum of products = 262.21 meV
Huang-Rhys sum, both molecules = 451.34 meV = 0.4513 eV
twice the neutral sum = 524.42 meV
Huang-Rhys minus four-point = 5.00 meV = 1.12 percent of lambda
neutral: four-point minus harmonic = -36.09 meV, cubic term = -39.82 meV
cation: four-point minus harmonic = 31.09 meV, cubic term = 28.11 meV
harmonic plus cubic, total = 439.62 meV
mean quanta by quadrature, neutral mode 2 = 0.80894
cation torsion: real, size 51.39 meV
twist 10 deg at R+: neutral 58.59 meV, cation 8.69 meV, lambda change 49.90 meV
twist 20 deg at R+: neutral 234.08 meV, cation 39.23 meV, lambda change 194.85 meV
twist 30 deg at R+: neutral 525.60 meV, cation 102.90 meV, lambda change 422.71 meV
```
